# Kato's Singlet Cusp and the Convergence of Correlation Energies

## Definitions and conventions

Hartree atomic units are used unless another unit, such as kJ/mol or Å, is written. Two electrons at $\mathbf r_1,\mathbf r_2$ move in the field of fixed point nuclei, with potential $V(\mathbf r_1,\mathbf r_2)$. Their non-relativistic Hamiltonian is

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+V+\frac1{r_{12}} .$$

The relative and mean positions are $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, with $r=|\mathbf r|=r_{12}$. A singlet has an antisymmetric spin function, so its spatial function is symmetric: $\Psi(\mathbf R,\mathbf r)=\Psi(\mathbf R,-\mathbf r)$. The value at contact is $\Psi_0=\Psi(\mathbf R,0)$. A bar denotes the average over directions of $\mathbf r$ at fixed $\mathbf R$ and $r$.

Opposite spin alone does not fix this symmetry, because the triplet with zero spin projection also has opposite spins. The singlet condition is therefore part of the statement.

**Assumptions near a contact point $\mathbf R$ away from the nuclei.**

- (A1) $\Psi$ is continuous, and $\nabla_R^2\Psi$ is bounded.
- (A2) $\Psi=\Psi_0+r\,g(\hat{\mathbf r})+O(r^2)$, where $g$ is a smooth function of direction and the Laplacian of the remainder is bounded.

## The cusp

**Theorem 1.** Let $H\Psi=E\Psi$. Under (A1), $\bar\Psi'(0)=\Psi_0/2$. Under (A1) and (A2), a singlet satisfies

$$\Psi=\Psi_0\left(1+\tfrac12 r_{12}\right)+O(r_{12}^2).$$

**Lemma 1.** The Schrödinger equation near contact is $\nabla_r^2\Psi=\Psi/r-G$, with $G$ bounded.

*Proof.* The chain rule gives $\nabla_1=\frac12\nabla_R+\nabla_r$ and $\nabla_2=\frac12\nabla_R-\nabla_r$. The cross terms cancel in the sum of squares, so

$$-\tfrac12(\nabla_1^2+\nabla_2^2)=-\tfrac14\nabla_R^2-\nabla_r^2 .$$

The factor in front of $\nabla_r^2$ is 1, not $\frac12$, because the reduced mass of two electrons is $\frac12$. Solving $H\Psi=E\Psi$ for $\nabla_r^2\Psi$ gives the stated form with $G=(E-V)\Psi+\frac14\nabla_R^2\Psi$. Away from the nuclei $V$ is bounded, and (A1) bounds the rest. $\square$

*Proof of the averaged statement.* Averaging over directions removes the angular part of the Laplacian. After multiplication by $r^2$,

$$(r^2\bar\Psi')'=r\bar\Psi-r^2\bar G .$$

One integration gives

$$r^2\bar\Psi'(r)=C+\int_0^r\left[s\bar\Psi(s)-s^2\bar G(s)\right]ds .$$

If $C\neq0$, then $\bar\Psi'\approx C/r^2$ and $\bar\Psi\approx-C/r$, which is unbounded. Hence $C=0$. By continuity $\bar\Psi(s)\to\Psi_0$, so the first term of the integral is $\Psi_0r^2/2+o(r^2)$, and the second is $O(r^3)$. Division by $r^2$ and $r\to0$ give $\bar\Psi'(0)=\Psi_0/2$. $\square$

*Proof of the pointwise statement.* Let $\Lambda^2$ be the squared angular momentum operator acting on $\hat{\mathbf r}$. Since $r$ has radial Laplacian $2/r$,

$$\nabla_r^2(r g)=\frac{2g-\Lambda^2g}{r}.$$

The terms of order $1/r$ in Lemma 1 must balance: $2g-\Lambda^2g=\Psi_0$. For the component $g_\lambda$ of relative angular momentum $\lambda$ this reads

$$[2-\lambda(\lambda+1)]\,g_\lambda=\Psi_0\,\delta_{\lambda0}.$$

Therefore $g_0=\Psi_0/2$ and $g_\lambda=0$ for $\lambda\ge2$. For $\lambda=1$ the bracket vanishes and the equation leaves $g_1$ free; it is an ordinary gradient term $\mathbf a\cdot\mathbf r$. This term is odd in $\mathbf r$, so singlet symmetry removes it. $\square$

**Remark 1 (meaning).** As the electrons meet, $1/r_{12}$ diverges while $E$ is finite. The kinetic term must supply $-1/r_{12}$, and a kink in the wave function does this. The positive slope says that the amplitude rises as the electrons separate: contact is a local minimum of the averaged $|\Psi|$ when $\Psi_0\ne0$. If the repulsion is softened so that it stays finite at contact, the $1/r$ source is absent and so is this linear term.

**Remark 2 (triplet and higher waves).** Suppose a component of the relative motion begins as $r^\lambda(1+cr)$ and the remaining potential is regular. The coefficient of $r^{\lambda-1}$ in the radial equation gives

$$[(\lambda+1)(\lambda+2)-\lambda(\lambda+1)]c=2(\lambda+1)c=1,\qquad c=\frac1{2(\lambda+1)} .$$

The triplet, with $\lambda=1$ leading, has $c=\frac14$. A numerical solution for a pair in a harmonic well gives 0.50000, 0.25000 and 0.16667 for $\lambda=0,1,2$.

**Remark 3 (helium).** A variational function for helium was built from 95 products of powers of $r_1+r_2$, $(r_1-r_2)^2$ and $r_{12}$, times $e^{-2(r_1+r_2)}$. No cusp was imposed. The ratio of slope to value at contact is 0.4987 at 0.5 bohr from the nucleus and 0.4997 at 1.0 bohr. Averaged over contact points with weight $\Psi_0^2$, it is 0.4914, which is 1.7% below $\frac12$. A variational energy does not enforce a pointwise condition, so a finite basis can miss it by such amounts.

## Convergence without and with $r_{12}$

The convergence law is derived for a two-electron atom to second order in the repulsion. With lengths scaled by the nuclear charge, the zero-order problem is

$$H_0=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2},\qquad \varphi_0=\frac{e^{-(r_1+r_2)}}{\pi},\qquad E_0=-1 .$$

The perturbation is $W=1/r_{12}$, with first-order energy $E_1=\langle\varphi_0|W|\varphi_0\rangle=\frac58$. The scaling multiplies $H_0$ by $Z^2$ and $W$ by $Z$, so the second-order energy $e^{(2)}$ in hartree does not depend on $Z$. The first-order function obeys

$$(H_0-E_0)\psi_1=-(W-E_1)\varphi_0 .$$

Let $\theta$ be the angle between $\mathbf r_1$ and $\mathbf r_2$, $x=\cos\theta$, and $r_<,r_>$ the smaller and larger radius. By the addition theorem, S-state combinations of products of orbitals with angular momentum $l$ have the form $a(r_1,r_2)P_l(x)$. A subscript $l$ denotes this component, and $L$ is the highest $l$ in a basis whose radial functions are complete.

**Assumption (A3).** At large $l$ the components are governed by the leading singular term at electron contact; smooth terms and the region near the nucleus contribute at higher order.

**Theorem 2 (leading order at large $l$, under A3).**

1. Orbital products alone give increments $e_l\simeq-\frac{45}{256}(l+\frac12)^{-4}$ and leave an error $\frac{15}{256}(L+1)^{-3}$.
2. If $\frac12r_{12}\varphi_0$ is added to the orbital products, the increments left scale as $l^{-8}$ and the error as $L^{-7}$.

**Lemma 2 (separation).** The second-order energy is the minimum of

$$J[\psi]=\langle\psi|H_0-E_0|\psi\rangle+2\langle\psi|W-E_1|\varphi_0\rangle,$$

and $J[\psi_1+\delta]=e^{(2)}+\langle\delta|H_0-E_0|\delta\rangle$. Both parts split into independent contributions from each $l$.

*Proof.* Insert $\psi_1+\delta$. The terms linear in $\delta$ are $2\langle\delta|(H_0-E_0)\psi_1+(W-E_1)\varphi_0\rangle=0$. The quadratic term is non-negative because $E_0$ is the ground-state energy of $H_0$. Since $H_0$ conserves the angular momentum of each electron, it does not couple different $l$. Hence $e^{(2)}=\sum_le_l$, and for $l\ge1$

$$e_l=\langle\varphi_0|W_l|\psi_{1,l}\rangle=-\langle\psi_{1,l}|H_0-E_0|\psi_{1,l}\rangle .\qquad\square$$

**Lemma 3 (what orbital products see).** For $l\ge1$, the coefficient of $P_l(x)$ in $r_{12}$ is

$$c_l=\frac{r_<^{l+2}}{(2l+3)r_>^{l+1}}-\frac{r_<^{l}}{(2l-1)r_>^{l-1}} .$$

*Proof.* From $r_{12}^2=r_1^2+r_2^2-2r_1r_2x$ follows $\partial r_{12}/\partial x=-r_1r_2/r_{12}$. Expand $1/r_{12}=\sum_lk_lP_l$ with $k_l=r_<^l/r_>^{l+1}$, and use $(2l+1)P_l=P'_{l+1}-P'_{l-1}$. Collecting the factor of $P'_l$ gives

$$c_l=-r_<r_>\left[\frac{k_{l-1}}{2l-1}-\frac{k_{l+1}}{2l+3}\right],$$

which is the stated expression. $\square$

The series does not end. By contrast, $r_{12}^{2m}$ is a polynomial of degree $m$ in $x$ and contains no $l$ above $m$. The odd powers carry the kink.

**Lemma 4 (the singular part of $\psi_1$).** Write $\psi_1=\frac12r_{12}\varphi_0+\chi$. The leading non-smooth part of $\chi$ at contact is of third degree in the components of $\mathbf r$.

*Proof.* For any $f$,

$$(H_0-E_0)(\varphi_0f)=\varphi_0\sum_i\left[-\tfrac12\nabla_i^2f-(\nabla_i\ln\varphi_0)\cdot\nabla_if\right].$$

Take $f=r_{12}/2$. Each $\nabla_i^2r_{12}$ equals $2/r_{12}$, so the first terms sum to $-1/r_{12}$. Also $\nabla_i\ln\varphi_0=-\hat{\mathbf r}_i$, $\nabla_1r_{12}=\hat{\mathbf r}$ and $\nabla_2r_{12}=-\hat{\mathbf r}$. Subtraction from the equation for $\psi_1$ cancels the divergence:

$$(H_0-E_0)\chi=\varphi_0\left[E_1-\tfrac12(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf r}\right].$$

The scalar product equals $(r_1+r_2)(1-x)/r_{12}$. With $1-x=[r_{12}^2-(r_1-r_2)^2]/(2r_1r_2)$ it becomes

$$\frac{r_1+r_2}{2r_1r_2}\left[r_{12}-\frac{(r_1-r_2)^2}{r_{12}}\right].$$

Near contact $r_1-r_2\approx\mathbf r\cdot\hat{\mathbf R}$, so the non-smooth source is of first degree in $\mathbf r$, with relative angular momenta $\lambda=0$ and 2. The most singular part of $H_0$ is $-\nabla_r^2$, which lowers the degree by two. It acts on $r^3Y_\lambda$ with the factor $-[12-\lambda(\lambda+1)]$, equal to $-12$ or $-6$. Neither vanishes, so a third-degree solution exists. $\square$

*Proof of Theorem 2, part 1.* By Lemma 4, $\psi_{1,l}\approx\frac12c_l\varphi_0P_l$ at large $l$. The volume element is $16\pi^2r_1^2r_2^2\,dr_1dr_2$, and the angular mean of $P_l^2$ is $1/(2l+1)$. Set $r_>=\rho$ and $r_<=t\rho$. The two orderings of the radii give a factor 2, which cancels the $\frac12$ in front of $c_l$. The powers of $\rho$ are $\rho^4$ from $r_1^2r_2^2$, $\rho$ from $dr_<$, $\rho^{-1}$ from $k_l$ and $\rho$ from $c_l$. Thus

$$e_l\simeq\frac{16\pi^2}{2l+1}\int_0^\infty d\rho\,\rho^5\int_0^1dt\,t^{2l+2}\left[\frac{t^2}{2l+3}-\frac1{2l-1}\right]\varphi_0(\rho,t\rho)^2 .$$

At large $l$ the factor $t^{2l+2}$ confines $t$ to within about $1/l$ of 1, so $\varphi_0$ may be taken at $t=1$. The remaining $t$ integral is

$$\frac1{2l+3}\left[\frac1{2l+5}-\frac1{2l-1}\right]=-\frac{6}{(2l+3)(2l+5)(2l-1)}\to-\frac3{4l^3}.$$

Since $16\pi^2/(2l)$ times $-3/(4l^3)$ is $-6\pi^2/l^4$,

$$e_l\to-\frac{6\pi^2}{l^4}\int_0^\infty\frac{e^{-4\rho}}{\pi^2}\rho^5d\rho=-\frac6{l^4}\,\frac{5!}{4^6}=-\frac{45}{256\,l^4}.$$

To leading order $l$ may be replaced by $l+\frac12$. The midpoint rule then gives $\sum_{l>L}(l+\frac12)^{-4}\approx\int_{L+1}^\infty y^{-4}dy=\frac13(L+1)^{-3}$, and $\frac13\cdot\frac{45}{256}=\frac{15}{256}$. $\square$

*Proof of part 2.* Consider a non-smooth function of degree $k$ in $\mathbf r$. Its $l$ component comes from angles $\theta\sim1/l$ and radial differences $\sim1/l$, relative to the distance from the nucleus. The Legendre coefficient is $\frac{2l+1}2\int(\cdots)P_l\,dx$. The prefactor gives $l$, the range of $x$ gives $l^{-2}$ and the function gives $l^{-k}$, so the coefficient scales as $l^{-k-1}$.

In $\langle\delta_l|H_0-E_0|\delta_l\rangle$ this coefficient is squared. The kinetic energy supplies $l^2$, the radial width $l^{-1}$ and the norm of $P_l$ another $l^{-1}$. The total is $l^{-2k-2}$.

For orbital products alone the missing function has $k=1$, which reproduces $l^{-4}$. With $\frac12r_{12}\varphi_0$ explicit, orbital products up to $L$ correct all components with $l\le L$, and the missing function is $\chi_l$ with $l>L$. Here $k=3$, which gives $l^{-8}$. Summation over $l>L$ gives $L^{-7}$. $\square$

**Remark 4 (why the coefficient matters).** With amplitude $c$ in place of $\frac12$, a part $(\frac12-c)r_{12}\varphi_0$ stays uncorrected. By Lemma 2 it costs the fraction $(1-2c)^2$ of $|e_l|$ at leading order, and the $l^{-4}$ law returns. For $c=0.4$ this fraction is 0.04; the computed value at $l=12$ is 0.0363.

**Remark 5 (triplet).** By Remark 2 the leading kink of a triplet is $r\,(\mathbf a\cdot\mathbf r)$, with $k=2$. The same count gives $l^{-6}$ for orbital products. This is a scaling estimate, which was not computed here.

## Reading the numbers

Each $e_l$ was computed with a large radial basis. At $l=12$, $-e_l(l+\frac12)^4=0.1744$ hartree, 0.8% below the limit $45/256=0.1758$. Between $l=8$ and $l=12$ the increments vary as powers $-3.98$ of $l+\frac12$ for orbitals alone and $-7.93$ with $r_{12}$ explicit. The sum over $l$ plus the asymptotic tail is $-0.157667$ hartree; a separate calculation in $r_{12}$ coordinates gives $-0.157665$.

For $L=3$ the law predicts an orbital error of $(15/256)/4^3=0.92$ millihartree. The computed error, relative to the $r_{12}$-coordinate value, is 0.85 millihartree, or 2.24 kJ/mol. With $r_{12}$ explicit it is 0.0063 millihartree, or 0.017 kJ/mol. At $L=2$ the explicit term leaves 0.0407 millihartree. For orbitals alone to reach this, the law requires

$$L+1=\left(\frac{15/256}{4.07\times10^{-5}}\right)^{1/3}\approx11.3,$$

so $L=11$ is the first value that suffices; at $L=10$ the law still leaves 0.044 millihartree.

The asymptotic argument says nothing about low $l$. At $l=1$ the fixed term $\frac12r_{12}\varphi_0$, without orbital products, leaves an error of 39.2 millihartree, more than the 26.5 millihartree lost by omitting this wave altogether. The linear form is right at short range; the low waves must be repaired by orbital products.

The full helium atom, beyond second order, shows the same role of the odd power. The exponent is held at 2.0, and errors are relative to the 95-function energy, $-2.903724$ hartree. With 55 functions containing even powers of $r_{12}$ alone, the error is 1.526 millihartree. Adding the single function $r_{12}e^{-2(r_1+r_2)}$ reduces it to 0.027 millihartree, a factor of 57. A basis of 22 functions with all powers reaches 0.011 millihartree.

## What this means for a barrier

For hydrogen and helium, a correlation-consistent basis of cardinal number $X$ reaches $L=X-1$. If its radial functions keep pace, Theorem 2 suggests a correlation error proportional to $X^{-3}$. For helium at MP2 level, extrapolation from $X=3,4$ foresees $-36.31$ millihartree at $X=5$; the computed value is $-36.41$.

Hydrogen transfer can occur in the gas-phase chemistry of deposition precursors. Its simplest model is H + H$_2$, treated here with UMP2 at fixed geometries: H–H distances of 0.93 Å near the saddle and 0.74 Å in H$_2$. In kJ/mol:

| Basis | UHF | Correlation | Barrier |
|---|---:|---:|---:|
| cc-pVDZ | 70.74 | −15.52 | 55.22 |
| cc-pVTZ | 73.51 | −17.95 | 55.56 |
| cc-pVQZ | 73.71 | −18.92 | 54.80 |

The near agreement of the first two barriers is a cancellation: the UHF part rises by 2.77 while the correlation part falls by 2.43. It is no sign of convergence.

Two values $c_3,c_4$ that follow $c_X=c_\infty+bX^{-3}$ give $c_\infty=(64c_4-27c_3)/37$. The correlation part of the barrier then tends to about $-19.6$, so an estimated 0.7 kJ/mol of error remains at cc-pVQZ. By the same extrapolation the total correlation energy of H$_3$ still lacks about 3.5 kJ/mol; most of this cancels in the difference. At 900 K, a temperature within the rough range of thermal deposition, and with the prefactor fixed, 0.7 kJ/mol changes the rate by a factor $e^{0.7/7.5}\approx1.1$.

Within a given method, an explicit $r_{12}$ term addresses the basis error of the correlation part; it does not repair the method itself. Replacing UMP2 by UCCSD in cc-pVTZ lowers the barrier by 12.5 kJ/mol, which would change the rate about fivefold at 900 K. UCCSD itself omits connected triple excitations. With UMP2 curvatures in cc-pVTZ, the harmonic zero-point change is about $-2.5$ kJ/mol and the Wigner tunnelling factor is 1.49. Both are rough: the geometries are not optimized, the Wigner formula assumes a small correction, and the curvatures carry the error of UMP2 itself. UMP2 makes this barrier too sharp along the reaction path, so 1.49 is larger than the Wigner formula would give with an accurate curvature. Real precursors have more electrons, and heavier atoms bring core correlation, so the H$_3$ figures cannot be transferred to them. What carries over is the separation of errors: $r_{12}$ terms speed up the approach to the basis limit of a method, while the choice of method fixes where that limit lies. The remaining values are in the numerical output.

## Table of computed values

```
PAIR IN HARMONIC WELL: slope/value at contact, 1/bohr
  relative angular momentum 0: 0.50000
  relative angular momentum 1: 0.25000
  relative angular momentum 2: 0.16667
HELIUM ATOM, variational, exponent 2.0 1/bohr
  energy, 95 functions: -2.9037241 hartree
  change from next smaller basis: 0.330 microhartree
  cusp ratio at r=0.5 bohr: 0.4987 1/bohr
  cusp ratio at r=1.0 bohr: 0.4997 1/bohr
  cusp ratio, density-weighted: 0.4914 1/bohr
  error, even r12 powers, 55 functions: 1.5260 mhartree
  error, same + one linear r12 function: 0.0268 mhartree
  error, all r12 powers, 22 functions: 0.0106 mhartree
SECOND-ORDER TWO-ELECTRON ATOM
  energy from r12 coordinates: -0.1576650 hartree
  energy from partial waves + tail: -0.1576666 hartree
  l=0: e_l -125333.831 microhartree
  l=1: e_l -26495.160; left with r12: 39212.33512 microhartree
  l=2: e_l -3906.134; left with r12: 482.10245 microhartree
  l=3: e_l -1077.729; left with r12: 34.43751 microhartree
  l=4: e_l -406.098; left with r12: 4.85849 microhartree
  l=8: e_l -33.120; left with r12: 0.03286 microhartree
  l=12: e_l -7.144; left with r12: 0.00154 microhartree
  -e_l (l+1/2)^4 at l=12: 0.17441; limit 0.17578 hartree
  power of l+1/2, orbitals only: -3.977
  power of l+1/2, r12 explicit: -7.933
  amplitude 0.4, l=12: fraction of |e_l| left 0.0363
  L=2: error orbitals 1.9299, with r12 0.040728 mhartree
  L=3: error orbitals 0.8522, with r12 0.006291 mhartree
  L=4: error orbitals 0.4461, with r12 0.001432 mhartree
  L=3 errors: 2.237 and 0.01652 kJ/mol
  L for orbitals to match r12 at L=2: 10.3
H + H2 BARRIER, UMP2, fixed geometry
  H-H at saddle 0.93 angstrom, in H2 0.74 angstrom
  cc-pvdz: UHF 70.74, correlation -15.52, sum 55.22 kJ/mol
  cc-pvtz: UHF 73.51, correlation -17.95, sum 55.56 kJ/mol
  cc-pvqz: UHF 73.71, correlation -18.92, sum 54.80 kJ/mol
  cc-pVQZ correlation error left, H3 total: 3.46 kJ/mol
  cc-pVQZ correlation error left, barrier: 0.71 kJ/mol
  rate factor of that error at 900 K: 1.099
  He MP2 cc-pV5Z: foreseen -36.311, computed -36.407 mhartree
  UCCSD minus UMP2 barrier, cc-pVTZ: -12.49 kJ/mol
  harmonic zero-point change: -2.47 kJ/mol
  Wigner tunnelling factor at 900 K: 1.49
```
